# Why Atomic Recombination on Silica Can Pass Through a Minimum on Heating: test program

```python
"""Atomic recombination on silica with physisorption and chemisorption sites.

Result under test:
    gamma = q * (1 + (1-f)*N/(1+q*N)),   q = 2*f*P/(1+P)
gamma : atoms lost by recombination per atom striking the wall
f     : fraction of surface sites that chemisorb atoms
P     : exp(-Er/kT), reaction chance on meeting a chemisorbed atom
N     : (nu_D/nu_d)*exp((Ed-ED)/kT), mean hops before desorption
Ed, ED, Er : desorption, diffusion and reaction barriers (eV)
The q term is Eley-Rideal; the other is reaction after surface diffusion.
The minimum is near T = D/(k*ln(Er/(A*(D-Er)))), D=Ed-ED, A=nu_D/nu_d.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

kB = const.k / const.e                      # eV/K
side = 25                                   # lattice cell edge, in sites
f = 1.0 / side**2
site_density = 1.0e15                       # cm^-2
mass = 16 * const.atomic_mass               # kg
base = dict(Ed=0.35, ED=0.12, Er=0.13, nu_d=1e15, nu_D=1e13,
            torr=1e-3, stick=1.0, eley=1.0, hop=1.0,
            gas_T=None, pair=0.0, chem=0.0, Ec=3.0, nu_c=1e15)
Ed, ED, Er = base["Ed"], base["ED"], base["Er"]
A = base["nu_D"] / base["nu_d"]
D = Ed - ED


def rates(T, c):
    """Elementary rates per site (1/s) and reaction chances."""
    Tg = T if c["gas_T"] is None else c["gas_T"]
    pressure = c["torr"] * const.torr
    flux = pressure / np.sqrt(2 * np.pi * mass * const.k * Tg)   # m^-2 s^-1
    hit = flux / (site_density * 1e4)
    des = c["nu_d"] * np.exp(-c["Ed"] / (kB * T))
    hop = c["hop"] * c["nu_D"] * np.exp(-c["ED"] / (kB * T))
    p_gas = c["eley"] * np.exp(-c["Er"] / (kB * Tg))
    p_surf = np.exp(-c["Er"] / (kB * T))
    loss = c["chem"] * c["nu_c"] * np.exp(-c["Ec"] / (kB * T))
    return hit, des, hop, p_gas, p_surf, loss


def steady(T, **change):
    """Solve the site balances numerically; no closed result is used."""
    c = {**base, **change}
    hit, des, hop, pg, ps, loss = rates(T, c)

    def phys(theta):
        capture = hop * f * (1 - theta + theta * ps)
        lin = des + capture + c["pair"] * c["stick"] * hit
        source = c["stick"] * hit * (1 - f)
        square = 2 * c["pair"] * hop
        return 2 * source / (lin + np.sqrt(lin**2 + 4 * square * source))

    def chem_balance(theta):
        n = phys(theta)
        fill = (1 - theta) * (hit + hop * n)
        return (fill - theta * (hit * pg + hop * n * ps + loss)) / hit

    theta = brentq(chem_balance, 0.0, 1.0, xtol=1e-15, rtol=1e-14)
    n = phys(theta)
    molecules = f * theta * (hit * pg + hop * n * ps)
    molecules += c["pair"] * hop * n**2
    landing = c["stick"] * hit * (1 - f - c["pair"] * n)
    uptake = landing + f * hit * (1 - theta + theta * pg)
    uptake -= des * n + f * theta * loss
    return 2 * molecules / hit, uptake / hit, theta, n


def gamma_num(T, **change):
    return steady(T, **change)[0]


def reaction_chance(T):
    return np.exp(-Er / (kB * T))


def hops(T):
    return A * np.exp(D / (kB * T))


def channels(T):
    P, N = reaction_chance(T), hops(T)
    q = 2 * f * P / (1 + P)
    return q, q * (1 - f) * N / (1 + q * N)


def closed(T):
    return sum(channels(T))


def apparent(T):
    P, N = reaction_chance(T), hops(T)
    return Er / (1 + P) - D * N / (1 + N)


# Periodic square lattice with one chemisorption site (index 0) per cell.
walk = np.zeros((side**2, side**2))
for i in range(side):
    for j in range(side):
        for di, dj in ((1, 0), (-1, 0), (0, 1), (0, -1)):
            target = ((i + di) % side) * side + (j + dj) % side
            walk[i * side + j, target] += 0.25


def lattice_capture(T, chance):
    """Mean capture chance of a landing atom, from the full random walk."""
    to_site = walk[1:, 0]
    matrix = -walk[1:, 1:].copy()
    diagonal = 1 + 1 / hops(T) - (1 - chance) * to_site
    matrix[np.diag_indices_from(matrix)] += diagonal
    captured = np.linalg.solve(matrix, chance * to_site)
    return (chance + captured.sum()) / side**2


def gamma_lattice(T):
    empty = lattice_capture(T, 1.0)
    full = lattice_capture(T, reaction_chance(T))
    return 2 * empty * full / (empty + full)


def find_min(function, low=400.0, high=850.0, tol=0.01):
    found = minimize_scalar(lambda T: np.log(function(T)),
                            bounds=(low, high), method="bounded",
                            options={"xatol": tol})
    assert low + 5 < found.x < high - 5
    return found.x


# Normal-energy barrier in a Maxwellian flux, by velocity quadrature.
for T in (300.0, 1000.0):
    cut = np.sqrt(Er / (kB * T))
    top = quad(lambda u: u * np.exp(-u * u), cut, np.inf)[0]
    bottom = quad(lambda u: u * np.exp(-u * u), 0, np.inf)[0]
    assert abs(top / bottom / reaction_chance(T) - 1) < 1e-6

# Closed result, coverage and atom conservation against numerical balances.
grid = np.linspace(300, 1000, 29)
for T in grid:
    g, uptake, theta, n = steady(T)
    assert abs(g / closed(T) - 1) < 1e-6
    assert abs(uptake / g - 1) < 1e-6
    assert abs(theta * (1 + reaction_chance(T)) - 1) < 1e-8
    # Mean-field capture neglects correlated revisits, hence a few percent.
    if T in (300.0, 550.0, 1000.0):
        assert abs(gamma_lattice(T) / closed(T) - 1) < 0.06

# A bare surface must evolve to the same steady state.
T_test = 550.0
hit, des, hop, pg, ps, loss = rates(T_test, base)


def evolve(time, z):
    n = z[0] * hit / des
    theta = z[1]
    capture = hop * n * f * (1 - theta + theta * ps)
    dn = hit * (1 - f) - des * n - capture
    dtheta = (1 - theta) * (hit + hop * n)
    dtheta -= theta * (hit * pg + hop * n * ps)
    return [dn * des / hit, dtheta]


run = solve_ivp(evolve, (0, 1.0), [0.0, 0.0], method="Radau",
                rtol=1e-7, atol=1e-10)
assert run.success
x_end, theta_end = run.y[:, -1]
g_time = 2 * f * theta_end * (pg + hop * x_end / des * ps)
assert abs(g_time / closed(T_test) - 1) < 1e-4

# Root-mean-square travel of a walk ended by desorption.
size = 256
wave = 2 * np.pi * np.fft.fftfreq(size)
mean_cos = 0.5 * (np.cos(wave)[:, None] + np.cos(wave)[None, :])
end_prob = np.fft.ifft2(1 / (1 + hops(300.0) * (1 - mean_cos))).real
place = np.fft.fftfreq(size) * size
square_distance = place[:, None]**2 + place[None, :]**2
assert abs((end_prob * square_distance).sum() / hops(300.0) - 1) < 1e-4

# Apparent activation energy from numerical temperature derivatives.
for T in (300.0, 550.0, 1000.0):
    h = 0.1
    dlog = np.log(gamma_num(T + h) / gamma_num(T - h)) / (2 * h)
    assert abs(kB * T**2 * dlog - apparent(T)) < 0.001

# Location of the minimum: estimate, stationarity condition, full balances.
T_simple = D / (kB * np.log(Er / (A * (D - Er))))
T_condition = brentq(apparent, 400, 850)
T_min = find_min(gamma_num)
T_lattice = find_min(gamma_lattice, tol=0.5)
assert abs(T_simple / T_min - 1) < 0.05
assert abs(T_condition / T_min - 1) < 0.003
assert abs(T_lattice / T_min - 1) < 0.05

# Remove or alter one cause at a time.
def changes(**change):
    return np.diff([gamma_num(T, **change) for T in grid])


assert np.all(changes(hop=0.0) > 0)
assert np.all(changes(eley=0.0) < 0)
assert np.all(changes(Er=0.30) > 0)
assert np.all(changes(nu_D=3e15) < 0)
assert np.all(changes(gas_T=300.0) < 0)

# Effects left out of the closed result.
T_all = find_min(lambda T: gamma_num(T, pair=1.0, chem=1.0))
assert abs(T_all / T_min - 1) < 0.02
T_stick = find_min(lambda T: gamma_num(T, stick=0.5), 350, 800)
peak = minimize_scalar(lambda T: -gamma_num(T, chem=1.0),
                       bounds=(700, 1600), method="bounded")
assert 710 < peak.x < 1590
T_pair = brentq(lambda T: gamma_num(T, pair=1.0) / gamma_num(T) - 2,
                200, 300)
spacing = 1e7 / np.sqrt(site_density)        # nm

print(f"Barriers Ed, ED, Er: {Ed:.2f}, {ED:.2f}, {Er:.2f} eV")
print(f"Delta = Ed-ED: {D:.2f} eV; Delta-Er: {D-Er:.2f} eV")
print(f"Prefactors nu_d, nu_D: {base['nu_d']:.1e}, {base['nu_D']:.1e} 1/s")
print(f"Prefactor ratio A: {A:.3f}")
print(f"Site density: {site_density:.1e} cm^-2; f: {f:.4f}")
print(f"Chemisorption site density: {f*site_density:.2e} cm^-2")
print(f"Atom pressure: {base['torr']*1e3:.1f} mTorr; mass: 16 u")
print(f"Site spacing: {spacing:.3f} nm; "
      f"chemisorption site spacing: {side*spacing:.2f} nm")
print("T(K)  P        N        gamma_ER  gamma_diff gamma    lattice")
for T in (300.0, 400.0, 550.0, 700.0, 850.0, 1000.0):
    er, diff = channels(T)
    print(f"{T:4.0f}  {reaction_chance(T):.5f}  {hops(T):7.3f}  "
          f"{er:.3e} {diff:.3e}  {er+diff:.3e} {gamma_lattice(T):.3e}")
print("T(K)  theta   E_a(eV)  rms travel(nm)  physisorbed life(ps)")
for T in (300.0, 550.0, 1000.0):
    life = 1e12 / rates(T, base)[1]
    print(f"{T:4.0f}  {steady(T)[2]:.4f}  {apparent(T):+.4f}  "
          f"{spacing*np.sqrt(hops(T)):.3f}  {life:.4f}")
print(f"Vibration period 1/nu_D: {1e12/base['nu_D']:.2f} ps")
print(f"Minimum, simple estimate: {T_simple:.1f} K")
print(f"Minimum, condition E_a=0: {T_condition:.1f} K")
print(f"Minimum, numerical balances: {T_min:.1f} K")
print(f"Minimum, lattice walk: {T_lattice:.0f} K")
print(f"gamma at minimum: {closed(T_min):.3e}")
print(f"N at minimum: {hops(T_min):.3f}; P: {reaction_chance(T_min):.4f}")
print(f"gamma(300 K)/gamma_min: {closed(300.)/closed(T_min):.2f}")
print(f"gamma(1000 K)/gamma_min: {closed(1000.)/closed(T_min):.2f}")
print("Wall heated, gas held at 300 K:")
for T in (300.0, 550.0, 1000.0):
    print(f"  wall {T:4.0f} K: gamma = {gamma_num(T, gas_T=300.0):.3e}")
hit300 = rates(300.0, base)[0]
print(f"Hits per site at 300 K: {hit300:.1f} 1/s")
print(f"Physisorbed atoms per site at 300 K: {steady(300.)[3]:.2e}")
pair_gain = gamma_num(300.0, pair=1.0) / gamma_num(300.0) - 1
print(f"Physisorbed-pair increase at 300 K: {100*pair_gain:.1f} %")
print(f"Pairs double gamma at: {T_pair:.0f} K")
print(f"Minimum with pairs and chemisorbed loss: {T_all:.1f} K")
print(f"Minimum with sticking 0.5: {T_stick:.1f} K")
print(f"Chemisorbed binding for loss estimate: {base['Ec']:.1f} eV")
chem_drop = 1 - gamma_num(1000.0, chem=1.0) / gamma_num(1000.0)
print(f"Chemisorbed-loss decrease at 1000 K: {100*chem_drop:.2f} %")
print(f"Upper maximum from chemisorbed loss: {peak.x:.0f} K")
print("all good")
```

Running it gives:

```
Barriers Ed, ED, Er: 0.35, 0.12, 0.13 eV
Delta = Ed-ED: 0.23 eV; Delta-Er: 0.10 eV
Prefactors nu_d, nu_D: 1.0e+15, 1.0e+13 1/s
Prefactor ratio A: 0.010
Site density: 1.0e+15 cm^-2; f: 0.0016
Chemisorption site density: 1.60e+12 cm^-2
Atom pressure: 1.0 mTorr; mass: 16 u
Site spacing: 0.316 nm; chemisorption site spacing: 7.91 nm
T(K)  P        N        gamma_ER  gamma_diff gamma    lattice
 300  0.00655   73.085  2.082e-05 1.517e-03  1.537e-03 1.521e-03
 400  0.02302    7.904  7.200e-05 5.679e-04  6.399e-04 6.289e-04
 550  0.06438    1.281  1.936e-04 2.475e-04  4.411e-04 4.362e-04
 700  0.11589    0.453  3.323e-04 1.502e-04  4.826e-04 4.802e-04
 850  0.16952    0.231  4.638e-04 1.070e-04  5.708e-04 5.695e-04
1000  0.22122    0.144  5.797e-04 8.348e-05  6.632e-04 6.623e-04
T(K)  theta   E_a(eV)  rms travel(nm)  physisorbed life(ps)
 300  0.9935  -0.0977  2.703  758.1257
 550  0.9395  -0.0070  0.358  1.6111
1000  0.8189  +0.0775  0.120  0.0581
Vibration period 1/nu_D: 0.10 ps
Minimum, simple estimate: 548.3 K
Minimum, condition E_a=0: 565.5 K
Minimum, numerical balances: 565.3 K
Minimum, lattice walk: 562 K
gamma at minimum: 4.402e-04
N at minimum: 1.124; P: 0.0693
gamma(300 K)/gamma_min: 3.49
gamma(1000 K)/gamma_min: 1.51
Wall heated, gas held at 300 K:
  wall  300 K: gamma = 1.537e-03
  wall  550 K: gamma = 2.737e-04
  wall 1000 K: gamma = 1.189e-04
Hits per site at 300 K: 507.0 1/s
Physisorbed atoms per site at 300 K: 3.83e-07
Physisorbed-pair increase at 300 K: 3.6 %
Pairs double gamma at: 255 K
Minimum with pairs and chemisorbed loss: 565.3 K
Minimum with sticking 0.5: 488.5 K
Chemisorbed binding for loss estimate: 3.0 eV
Chemisorbed-loss decrease at 1000 K: 0.20 %
Upper maximum from chemisorbed loss: 1080 K
all good
```
